**Ewald potential at an oxygen site of cubic HfO₂**

With formal charges Hf⁴⁺ and O²⁻, the potential at an oxygen site is 8.141 $k/a$, or 23.08 V for a cube edge $a=0.508$ nm. Here $k=e/(4\pi\varepsilon_0)$, the site's own ion is excluded, and the cell-averaged potential is zero. The program asserts that the site potentials are the same for two Ewald splitting parameters. It also asserts that they agree within 0.01 V with extrapolated direct Coulomb sums over two kinds of neutral block, once the predicted shift of reference is included. Further assertions cover the spherical average around the vacancy, the rise towards Hf and fall towards an empty cube, the eigenvalue behind the confinement energy, and the integrals behind the repulsion and dielectric estimates. The output shows that the oxygen site lies 26.34 V above a distant empty cube, so the rigid ions attract an electron to the vacancy. With charges scaled by 0.65 and a static dielectric response, this difference falls to about 9 V, which is comparable with the 7.77 eV confinement energy. The calculation therefore gives the sign of the attraction and not the depth of a trap level.

## Check in Python

```python
"""Electrostatic potential at an oxygen site of cubic (fluorite) HfO2.

Result under test: for point charges Hf = +4e and O = -2e, Ewald summation
gives a positive potential at an O site (own ion excluded, cell mean zero),
so an electron at an oxygen vacancy is attracted by the surrounding ions.
Symbols: a = cubic edge, R0 = Hf-O distance, alpha = Ewald splitting (1/a),
k = e/(4 pi eps0). Positions are in units of a, potentials in units of k/a
until they are converted to volts. Model parameters are rough typical values.
"""
import itertools
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh_tridiagonal
from scipy.special import erfc

a_nm = 0.508
k_V_nm = const.e / (4 * np.pi * const.epsilon_0) * 1e9
unit_V = k_V_nm / a_nm
R0 = np.sqrt(3) / 4
R0_nm = R0 * a_nm

hf = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])
ox = np.array(list(itertools.product([.25, .75], repeat=3)))
ions = np.vstack([hf, ox])
charges = np.array([4.0] * 4 + [-2.0] * 8)
sites = {"O": ox[0], "Hf": hf[0], "empty": np.array([.5, .5, .5])}


def integer_grid(n):
    return np.array(list(itertools.product(range(-n, n + 1), repeat=3)))


def ewald(points, positions=ions, alpha=4.0):
    """Real, reciprocal and self parts; a coincident ion is excluded."""
    points = np.atleast_2d(points)
    diff = points[:, None, :] - positions[None, :, :]
    dist = np.linalg.norm(diff[:, :, None, :] - integer_grid(2), axis=-1)
    same = dist < 1e-10
    safe = np.where(same, 1.0, dist)
    pair = np.where(same, 0.0, erfc(alpha * safe) / safe)
    real = np.einsum("pjs,j->p", pair, charges)
    own = -2 * alpha / np.sqrt(np.pi) * (same.sum(axis=2) @ charges)
    n = integer_grid(8)
    n = n[np.any(n != 0, axis=1)]
    G = 2 * np.pi * n
    G2 = np.sum(G**2, axis=1)
    weight = 4 * np.pi * np.exp(-G2 / (4 * alpha**2)) / G2
    structure = np.exp(-1j * G @ positions.T) @ charges
    recip = np.real(np.exp(1j * points @ G.T) @ (weight * structure))
    return real, recip, own


def potential(points, positions=ions, alpha=4.0):
    return sum(ewald(points, positions, alpha))


V = {name: potential(p)[0] for name, p in sites.items()}
for name, p in sites.items():
    assert abs(potential(p, alpha=3.0)[0] - V[name]) < 1e-9

# Zero cell mean: all ions sit alike relative to this grid, so its
# discretization errors cancel by neutrality and only a constant could remain.
grid = (np.array(list(itertools.product(range(4), repeat=3))) + .5) / 4
assert abs(np.mean(potential(grid))) < 1e-9


# Independent road: bare Coulomb sums over blocks of neutral cells.
def symmetric_cell(center):
    points, weighted = [], []
    for shift in integer_grid(2):
        for p, q in zip(ions, charges):
            rel = p + shift - center
            if np.all(np.abs(rel) < .5 + 1e-9):
                on_face = np.sum(np.abs(np.abs(rel) - .5) < 1e-9)
                points.append(rel)
                weighted.append(q * .5**on_face)
    return np.array(points), np.array(weighted)


def block_sum(site, center, n):
    points, weighted = symmetric_cell(center)
    shifts = integer_grid(n)
    total = 0.0
    for p, q in zip(points, weighted):
        d = np.linalg.norm(site - center - p - shifts, axis=1)
        total += q * np.sum(1 / d[d > 1e-10])
    return total


block = {}
moment = {}
for cell_name in ("Hf", "O"):
    center = sites[cell_name]
    points, weighted = symmetric_cell(center)
    assert abs(weighted.sum()) < 1e-12
    assert np.allclose(weighted @ points, 0)
    second = np.einsum("i,ij,ik->jk", weighted, points, points)
    assert np.allclose(second, np.eye(3) * second[0, 0])
    moment[cell_name] = np.trace(second)
    for name, p in sites.items():
        small, large = block_sum(p, center, 8), block_sum(p, center, 16)
        # Remaining surface error falls as the inverse square of block width.
        limit = (33**2 * large - 17**2 * small) / (33**2 - 17**2)
        block[cell_name, name] = limit
        predicted = V[name] - 2 * np.pi / 3 * moment[cell_name]
        assert abs(limit - predicted) * unit_V < 0.01

# Spherical average of the potential of all other ions around the O site.
cos_t, w_t = np.polynomial.legendre.leggauss(16)
phi = 2 * np.pi * (np.arange(32) + .5) / 32
sin_t = np.sqrt(1 - cos_t**2)
directions = np.stack([np.outer(sin_t, np.cos(phi)),
                       np.outer(sin_t, np.sin(phi)),
                       np.outer(cos_t, np.ones(32))], axis=-1).reshape(-1, 3)
w_sphere = np.repeat(w_t / 2, 32) / 32
radius = 0.6 * R0
external = potential(sites["O"] + radius * directions) + 2 / radius
sphere_mean = w_sphere @ external
assert abs(sphere_mean - V["O"]) * unit_V < 1e-3

# Shape of the potential near the vacancy centre.
step = 0.3 * R0
toward = {}
for name in ("Hf", "empty"):
    u = (sites[name] - sites["O"]) / R0
    toward[name] = potential(sites["O"] + step * u)[0] + 2 / step
assert toward["Hf"] > V["O"] > toward["empty"]
adjacent_empty = V["empty"] + 2 / R0
assert V["O"] > adjacent_empty > V["empty"]
assert V["O"] > 0 > V["Hf"]

# Confinement and pair repulsion in a hard sphere of radius R0.
m = 500
h = 1 / (m + 1)
lowest = eigh_tridiagonal(np.full(m, 2 / h**2), np.full(m - 1, -1 / h**2),
                          select="i", select_range=(0, 0))[0][0]
assert abs(lowest / np.pi**2 - 1) < 1e-4
kinetic_eV = (const.hbar * np.pi / (R0_nm * 1e-9))**2 / (2 * const.m_e * const.e)


def enclosed(x):
    return x - np.sin(2 * np.pi * x) / (2 * np.pi)


pair_integral = quad(lambda x: 4 * np.sin(np.pi * x)**2 * enclosed(x) / x, 0, 1)[0]
field_integral = quad(lambda x: (enclosed(x) / x)**2, 0, 1)[0] + 1
assert abs(pair_integral - field_integral) < 1e-8
repulsion_eV = pair_integral * k_V_nm / R0_nm

# Continuum response outside R0 to the effective vacancy charge +2e.
eps_electronic, eps_static = 4.5, 20.0


def response(eps):
    return -(1 - 1 / eps) * 2 * k_V_nm / R0_nm


for eps in (eps_electronic, eps_static):
    # Potential at the centre of radial dipoles P = (1-1/eps) q/(4 pi r^2).
    dipoles = quad(lambda r: -4 * np.pi * r**2 * (1 - 1 / eps) * 2
                   / (4 * np.pi * r**2) / r**2, R0_nm, np.inf)[0]
    assert abs(k_V_nm * dipoles - response(eps)) < 1e-6

charge_scale = 0.65
margin_V = (V["O"] - V["empty"]) * unit_V
reduced_margin = charge_scale * (margin_V + response(eps_static))
assert reduced_margin > 0

# Alternating oxygen columns displaced along z, with the cubic edge kept.
displacement = 0.05
tetra = ions.copy()
for i in range(4, 12):
    parity = int(round(4 * ions[i, 0] + 4 * ions[i, 1])) % 4
    tetra[i, 2] += displacement if parity == 2 else -displacement
tetra_O = potential(tetra[4:], tetra)
assert np.ptp(tetra_O) < 1e-8
assert tetra_O[0] > 0

field_MV_cm = 5.0
field_drop_V = field_MV_cm * 1e8 * R0_nm * 1e-9

print(f"cubic edge a = {a_nm:.3f} nm; Hf-O distance R0 = {R0_nm:.4f} nm")
print(f"k = {k_V_nm:.5f} V nm; k/a = {unit_V:.4f} V")
print("Ewald parts at O, alpha = 4/a, in units of k/a:")
real, recip, own = [part[0] for part in ewald(sites["O"])]
print(f"  real {real:.5f}; reciprocal {recip:.5f}; self {own:.5f}")
print(f"  total {V['O']:.5f}")

print("Real-space shells at O (ion, number, r/a, term in k/a):")
shell_total = 0.0
shells = {}
for p, q in zip(ions, charges):
    for d in np.linalg.norm(sites["O"] - p - integer_grid(2), axis=1):
        if 1e-10 < d < 1.1:
            # The rounded distance is only a label; terms use the full value.
            shells.setdefault((round(d, 6), q), []).append(d)
for (label, q), distances in sorted(shells.items()):
    d = np.array(distances)
    term = q * np.sum(erfc(4 * d) / d)
    shell_total += term
    if abs(term) > 1e-5:
        print(f"  {'Hf' if q > 0 else 'O'} {len(d):2d} {label:.4f} {term:.5f}")
assert abs(shell_total - real) < 1e-6

print("Reciprocal shells at O (h2+k2+l2, term in k/a):")
recip_shells = {}
for n in integer_grid(8):
    n2 = int(n @ n)
    if n2:
        phase = charges @ np.cos(2 * np.pi * (sites["O"] - ions) @ n)
        term = np.exp(-np.pi**2 * n2 / 16) / (np.pi * n2) * phase
        recip_shells[n2] = recip_shells.get(n2, 0) + term
assert abs(sum(recip_shells.values()) - recip) < 1e-9
for n2, term in sorted(recip_shells.items()):
    if abs(term) > 1e-6:
        print(f"  {n2:2d} {term:.6f}")

print("Site potentials, cell mean zero:")
for name in sites:
    print(f"  {name}: {V[name]:.5f} k/a = {V[name] * unit_V:.3f} V")
print(f"electron energy at vacancy centre = {-V['O'] * unit_V:.2f} eV")
print(f"V_O - V_Hf = {(V['O'] - V['Hf']) * unit_V:.2f} V")
print(f"V_O - V_empty (distant) = {margin_V:.2f} V")
print(f"empty cube next to vacancy = {adjacent_empty * unit_V:.2f} V")
for cell_name in ("Hf", "O"):
    print(f"{cell_name}-centred blocks: sum q r^2 = {moment[cell_name]:.2f} e a^2")
    print(f"  predicted shift = {-2*np.pi/3*moment[cell_name]*unit_V:.3f} V")
    print(f"  direct V_O = {block[cell_name, 'O'] * unit_V:.3f} V")
    diff = block[cell_name, "O"] - block[cell_name, "Hf"]
    print(f"  direct V_O - V_Hf = {diff * unit_V:.3f} V")
print(f"spherical mean at 0.6 R0 = {sphere_mean * unit_V:.3f} V")
print(f"at 0.3 R0 toward Hf = {toward['Hf'] * unit_V:.3f} V")
print(f"at 0.3 R0 toward empty cube = {toward['empty'] * unit_V:.3f} V")
print("Neglected effects:")
print(f"hard-sphere confinement, one electron = {kinetic_eV:.2f} eV")
print(f"repulsion of two electrons = {repulsion_eV:.2f} eV")
print(f"response, eps {eps_electronic:.1f} = {response(eps_electronic):.2f} V")
print(f"response, eps {eps_static:.1f} = {response(eps_static):.2f} V")
print(f"charge scale {charge_scale:.2f}: V_O = {charge_scale*V['O']*unit_V:.2f} V")
print(f"V_O-V_empty, scaled and static response = {reduced_margin:.2f} V")
print(f"O shift {displacement:.2f} a: V_O = {tetra_O[0] * unit_V:.2f} V")
print(f"1% larger a changes V_O by {V['O']*unit_V*(1/1.01-1):.2f} V")
print(f"{field_MV_cm:.1f} MV/cm across R0 = {field_drop_V:.3f} V")
print("checks complete")
```

Printed output:

```
cubic edge a = 0.508 nm; Hf-O distance R0 = 0.2200 nm
k = 1.43996 V nm; k/a = 2.8346 V
Ewald parts at O, alpha = 4/a, in units of k/a:
  real 0.41433; reciprocal -1.29992; self 9.02703
  total 8.14145
Real-space shells at O (ion, number, r/a, term in k/a):
  Hf  4 0.4330 0.52861
  O  6 0.5000 -0.11227
  O 12 0.7071 -0.00215
  Hf 12 0.8292 0.00016
  O  8 0.8660 -0.00002
Reciprocal shells at O (h2+k2+l2, term in k/a):
   4 -1.295725
  12 -0.004142
  20 -0.000054
Site potentials, cell mean zero:
  O: 8.14145 k/a = 23.078 V
  Hf: -15.13170 k/a = -42.892 V
  empty: -1.15119 k/a = -3.263 V
electron energy at vacancy centre = -23.08 eV
V_O - V_Hf = 65.97 V
V_O - V_empty (distant) = 26.34 V
empty cube next to vacancy = 9.83 V
Hf-centred blocks: sum q r^2 = 3.00 e a^2
  predicted shift = -17.810 V
  direct V_O = 5.267 V
  direct V_O - V_Hf = 65.970 V
O-centred blocks: sum q r^2 = -3.00 e a^2
  predicted shift = 17.810 V
  direct V_O = 40.888 V
  direct V_O - V_Hf = 65.970 V
spherical mean at 0.6 R0 = 23.078 V
at 0.3 R0 toward Hf = 24.905 V
at 0.3 R0 toward empty cube = 21.947 V
Neglected effects:
hard-sphere confinement, one electron = 7.77 eV
repulsion of two electrons = 11.69 eV
response, eps 4.5 = -10.18 V
response, eps 20.0 = -12.44 V
charge scale 0.65: V_O = 15.00 V
V_O-V_empty, scaled and static response = 9.04 V
O shift 0.05 a: V_O = 23.42 V
1% larger a changes V_O by -0.23 V
5.0 MV/cm across R0 = 0.110 V
checks complete
```
